# Why slow vacuum modes make the electron's g−2 positive: verification in Python

```python
"""Slow vacuum modes and the sign of g-2 for an electron.
Result under test: modes below a cutoff frequency w_M add the inertia
    delta_m = (4 alpha/3 pi) hbar w_M/c^2,
so the cyclotron frequency is e B/(m0 + delta_m), while the magnetic vacuum
field lowers the spin frequency only by the fraction
    eta = (alpha/3 pi) (hbar w_M/(m0 c^2))^2.
Thus g/2 = spin frequency / cyclotron frequency exceeds 1 for a low cutoff.
m0: bare mass; m: observed mass m0 + delta_m; x = hbar w_M/(m c^2).
Model tests use hbar = c = m0 = 1 and a deliberately enlarged alpha.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag

e, hbar, c = const.e, const.hbar, const.c
eps0, m, alpha = const.epsilon_0, const.m_e, const.alpha
pi = np.pi


def mass_shift(alpha_value, cutoff):
    """Derived added mass in units hbar = c = 1."""
    return 4 * alpha_value * cutoff / (3 * pi)


def spin_reduction(alpha_value, cutoff_over_bare_mass):
    """Derived fractional lowering by the magnetic vacuum field."""
    return alpha_value * cutoff_over_bare_mass**2 / (3 * pi)


def box_sums(x_top, n_low, n_high):
    """Plane-wave sums over a shell of modes in a periodic cube, in SI."""
    axis = np.arange(-n_high, n_high + 1)
    n = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
    n = n.reshape(-1, 3).astype(float)
    n2 = np.sum(n**2, axis=1)
    n = n[(n2 > n_low**2) & (n2 <= n_high**2)]
    k_top = x_top * m * c / hbar
    length = 2 * pi * n_high / k_top
    k = 2 * pi * n / length
    k_abs = np.linalg.norm(k, axis=1)
    pol1 = np.cross(k, np.array([1.0, np.sqrt(2), np.sqrt(3)]))
    pol1 /= np.linalg.norm(pol1, axis=1)[:, None]
    pol2 = np.cross(k, pol1) / k_abs[:, None]
    added_mass = lowering = cross = cross_scale = 0.0
    for pol in (pol1, pol2):
        curl = np.cross(k, pol)
        added_mass += np.sum(pol[:, 0]**2 / (c * k_abs)**2)
        lowering += np.sum(curl[:, 0]**2 / (c * k_abs)**3)
        product = pol[:, 0] * curl[:, 1]
        cross += product.sum()
        cross_scale += np.abs(product).sum()
    added_mass *= e**2 / (eps0 * length**3)
    lowering *= e**2 * hbar / (2 * eps0 * m**2 * length**3)
    return added_mass, lowering, cross / cross_scale


def cyclotron_by_diagonalization(alpha_value, cutoff, w0, count):
    """Lowest normal frequency of charge plus electric-dipole modes."""
    step = cutoff / count
    w = (np.arange(count) + 0.5) * step
    coupling = np.sqrt(4 * alpha_value * w**2 * step / (3 * pi))
    velocity = np.concatenate(([1.0], coupling, np.zeros(count)))
    block = np.outer(velocity, velocity)
    block += np.diag(np.concatenate(([0.0], w**2, np.ones(count))))
    energy_form = block_diag(block, block)
    size = 2 * count + 1
    bracket = np.zeros((2 * size, 2 * size))
    for start in (0, size):
        for j in range(count):
            q, p = start + 1 + j, start + 1 + count + j
            bracket[q, p], bracket[p, q] = 1.0, -1.0
    bracket[0, size], bracket[size, 0] = -w0, w0
    root = np.linalg.cholesky(energy_form)
    return np.min(np.abs(np.linalg.eigvalsh(1j * root.T @ bracket @ root)))


def spin_by_diagonalization(alpha_value, cutoff, w0, count):
    """Spin splitting with quantized magnetic modes, up to two photons."""
    step = cutoff / count
    w = (np.arange(count) + 0.5) * step
    g = np.sqrt(alpha_value * w**3 * step / (6 * pi))
    modes = [(j, axis) for j in range(count) for axis in range(3)]
    total = len(modes)
    states = [()] + [(i,) for i in range(total)]
    states += [(i, j) for i in range(total) for j in range(i, total)]
    index = {state: i for i, state in enumerate(states)}
    sigma = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    photon_energy = np.diag([sum(w[modes[i][0]] for i in s) for s in states])
    ham = np.kron(photon_energy, np.eye(2)).astype(complex)
    ham += np.kron(np.eye(len(states)), 0.5 * w0 * sigma[2])
    for i, (j, axis) in enumerate(modes):
        field = np.zeros((len(states), len(states)))
        for state in states:
            if len(state) < 2:
                raised = tuple(sorted(state + (i,)))
                amplitude = np.sqrt(state.count(i) + 1)
                field[index[raised], index[state]] = amplitude
                field[index[state], index[raised]] = amplitude
        ham += g[j] * np.kron(field, sigma[axis])
    levels = np.linalg.eigvalsh(ham)
    return levels[1] - levels[0]


def recoil_factor_by_quadrature(cutoff, momentum):
    """Self-energy with recoil divided by self-energy without recoil."""
    node, weight = np.polynomial.legendre.leggauss(40)
    k = 0.5 * cutoff * (node + 1)
    k_weight = 0.5 * cutoff * weight
    denominator = 1 + k[:, None] / 2 - momentum * node[None, :]
    integrand = (1 - node[None, :]**2) / denominator
    with_recoil = k_weight @ integrand @ weight
    without_recoil = cutoff * np.sum(weight * (1 - node**2))
    return with_recoil / without_recoil


# Mode sums from explicit polarization vectors, for a shell of wave numbers.
x = 0.1
n_low, n_high = 20, 40
x_low = x * n_low / n_high
box_mass, box_spin, box_cross = box_sums(x, n_low, n_high)
shell_mass = m * mass_shift(alpha, x - x_low)
shell_spin = spin_reduction(alpha, x) - spin_reduction(alpha, x_low)
# The tolerance covers the ragged edge of a spherical cut in a cubic lattice.
assert abs(box_mass / shell_mass - 1) < 5e-3
assert abs(box_spin / shell_spin - 1) < 5e-3
assert abs(box_cross) < 1e-10

# Cyclotron motion: weak coupling, then coupling far beyond first order.
test_alpha, test_cutoff, test_w0 = 0.05, 0.5, 1e-4
wc_weak = cyclotron_by_diagonalization(test_alpha, test_cutoff, test_w0, 60)
dm_weak = test_w0 / wc_weak - 1
assert abs(dm_weak / mass_shift(test_alpha, test_cutoff) - 1) < 1e-3
strong_alpha = 2.0
wc_strong = cyclotron_by_diagonalization(strong_alpha, test_cutoff,
                                         test_w0, 60)
dm_strong = test_w0 / wc_strong - 1
assert abs(dm_strong / mass_shift(strong_alpha, test_cutoff) - 1) < 1e-3

# Spin motion; the tolerance covers terms of second order in alpha.
ws_test = spin_by_diagonalization(test_alpha, test_cutoff, test_w0, 5)
eta_test = 1 - ws_test / test_w0
eta_formula = spin_reduction(test_alpha, test_cutoff)
assert eta_test > 0
assert abs(eta_test / eta_formula - 1) < 1e-2
excess_test = ws_test / wc_weak - 1
excess_formula = test_alpha / pi * (4 * test_cutoff - test_cutoff**2) / 3
assert excess_test > 0
assert abs(excess_test / excess_formula - 1) < 1e-2

# Recoil changes the added mass only beyond the leading power of the cutoff.
recoil = recoil_factor_by_quadrature(x, 1e-3)
recoil_formula = 2 * np.log(1 + x / 2) / x
assert abs(recoil / recoil_formula - 1) < 1e-5


def electron_example(x_value, field):
    """Frequencies in Hz when the observed mass is held fixed."""
    added = m * mass_shift(alpha, x_value)
    bare_mass = m - added
    eta = spin_reduction(alpha, x_value * m / bare_mass)
    bare = e * field / (2 * pi * bare_mass)
    cyclotron = e * field / (2 * pi * m)
    return added / m, eta, bare, cyclotron, bare * (1 - eta)


field = 1.0
dm_rel, eta, f_bare, f_cyc, f_spin = electron_example(x, field)
excess = f_spin / f_cyc - 1
first_order = alpha / pi * (4 * x - x**2) / 3
# The two differ only by terms of second order in alpha.
assert abs(excess - first_order) < 5 * alpha**2 * x**2
assert f_bare > f_spin > f_cyc

print("TESTS")
print(f"box sum / formula, added mass: {box_mass / shell_mass:.5f}")
print(f"box sum / formula, spin lowering: {box_spin / shell_spin:.5f}")
print(f"normalized A-B correlation: {box_cross:.1e}")
print(f"model alpha (weak): {test_alpha:.2f}")
print(f"model cutoff hbar w_M/(m0 c^2): {test_cutoff:.2f}")
print(f"added mass/m0, diagonalization: {dm_weak:.6f}")
print(f"added mass/m0, formula: {mass_shift(test_alpha, test_cutoff):.6f}")
print(f"model alpha (strong): {strong_alpha:.2f}")
print(f"strong added mass/m0, diagonalization: {dm_strong:.6f}")
print("strong added mass/m0, formula: "
      f"{mass_shift(strong_alpha, test_cutoff):.6f}")
print(f"spin lowering, diagonalization: {eta_test:.6e}")
print(f"spin lowering, formula: {eta_formula:.6e}")
print(f"model g/2-1, diagonalization: {excess_test:.6e}")
print(f"model g/2-1, first order in alpha: {excess_formula:.6e}")
print(f"recoil factor at x=0.1, quadrature: {recoil:.6f}")
print(f"recoil factor at x=0.1, formula: {recoil_formula:.6f}")
print("ELECTRON EXAMPLE")
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"electron mass m: {m:.6e} kg")
print(f"magnetic field B: {field:.1f} T")
print(f"cutoff x: {x:.2f}")
print(f"cutoff energy: {x * m * c**2 / e / 1e3:.4f} keV")
print(f"delta_m/m: {dm_rel:.6e}")
print(f"spin lowering eta: {eta:.6e}")
print(f"bare frequency: {f_bare / 1e9:.7f} GHz")
print(f"cyclotron frequency: {f_cyc / 1e9:.7f} GHz")
print(f"spin frequency: {f_spin / 1e9:.7f} GHz")
print(f"cyclotron lowering: {(f_bare - f_cyc) / 1e6:.5f} MHz")
print(f"spin lowering: {(f_bare - f_spin) / 1e6:.5f} MHz")
print(f"ratio of lowerings: {(f_bare - f_cyc) / (f_bare - f_spin):.3f}")
print(f"g/2-1, model: {excess:.6e}")
print(f"g/2-1, first order in alpha: {first_order:.6e}")
print(f"g/2-1, leading term only: {mass_shift(alpha, x):.6e}")
print(f"g, model: {2 * (1 + excess):.8f}")
for other_x in (0.05, 0.20):
    values = electron_example(other_x, field)
    print(f"g/2-1, model, x={other_x:.2f}: {values[4] / values[3] - 1:.6e}")
schwinger = alpha / (2 * pi)
print(f"alpha/(2 pi), for scale: {schwinger:.6e}")
print("x where leading term equals alpha/(2 pi): "
      f"{schwinger / mass_shift(alpha, 1.0):.4f}")
print("success")
```

Running it gives:

```
TESTS
box sum / formula, added mass: 1.00029
box sum / formula, spin lowering: 0.99966
normalized A-B correlation: 3.7e-17
model alpha (weak): 0.05
model cutoff hbar w_M/(m0 c^2): 0.50
added mass/m0, diagonalization: 0.010610
added mass/m0, formula: 0.010610
model alpha (strong): 2.00
strong added mass/m0, diagonalization: 0.424416
strong added mass/m0, formula: 0.424413
spin lowering, diagonalization: 1.323262e-03
spin lowering, formula: 1.326291e-03
model g/2-1, diagonalization: 9.273150e-03
model g/2-1, first order in alpha: 9.284038e-03
recoil factor at x=0.1, quadrature: 0.975803
recoil factor at x=0.1, formula: 0.975803
ELECTRON EXAMPLE
fine-structure constant alpha: 0.007297353
electron mass m: 9.109384e-31 kg
magnetic field B: 1.0 T
cutoff x: 0.10
cutoff energy: 51.0999 keV
delta_m/m: 3.097093e-04
spin lowering eta: 7.747530e-06
bare frequency: 28.0011621 GHz
cyclotron frequency: 27.9924898 GHz
spin frequency: 28.0009451 GHz
cyclotron lowering: 8.67222 MHz
spin lowering: 0.21694 MHz
ratio of lowerings: 39.975
g/2-1, model: 3.020553e-04
g/2-1, first order in alpha: 3.019665e-04
g/2-1, leading term only: 3.097093e-04
g, model: 2.00060411
g/2-1, model, x=0.05: 1.529420e-04
g/2-1, model, x=0.20: 5.887739e-04
alpha/(2 pi), for scale: 1.161410e-03
x where leading term equals alpha/(2 pi): 0.3750
success
```
